# Mapped Gauss-Legendre quadrature for Lorentzians on the imaginary-frequency axis: test program

```python
# Result under test: an n-point Gauss-Legendre rule, mapped to the imaginary
# frequency axis by omega = omega0 (1+x)/(1-x), integrates the Lorentzian
# (2/pi) a/(a^2+omega^2) (exact integral 1) with the error
#   exact - rule ~ 4 exp(-2 N eta) sin(2 N phi),   N = n + 1/2,
#   sinh(eta) = sqrt(s),  s = 2t/(1+t^2),  t = a/omega0,
#   cos(phi) = (t^2-1)/((t^2+1) sqrt(1+s)).
# For energies a_min..a_max, R = a_max/a_min, omega0 = sqrt(a_min a_max),
# the rate is eta ~ sqrt(2) R^(-1/4) at large R.
# Energies and frequencies are in Hartree; errors are dimensionless.
from functools import lru_cache
import math
import numpy as np
import mpmath as mp


@lru_cache(maxsize=None)
def legendre_rule(n):
    return np.polynomial.legendre.leggauss(n)


def frequency_rule(n, omega0):
    x, w = legendre_rule(n)
    return omega0 * (1 + x) / (1 - x), 2 * omega0 * w / (1 - x) ** 2


def lorentz_error(n, a, omega0):
    """Exact integral minus rule, directly from the definition."""
    omega, weight = frequency_rule(n, omega0)
    a = np.atleast_1d(a)[:, None]
    return 1 - (2 / np.pi * a / (a ** 2 + omega ** 2)) @ weight


def worst_error(n, a_min, a_max, omega0):
    energies = np.geomspace(a_min, a_max, 2001)
    return np.max(np.abs(lorentz_error(n, energies, omega0)))


def decay_and_phase(t):
    s = 2 * t / (1 + t * t)
    eta = math.asinh(math.sqrt(s))
    phi = math.acos((t * t - 1) / (t * t + 1) / math.sqrt(1 + s))
    return eta, phi


def envelope(n, eta):
    return 4 * math.exp(-(2 * n + 1) * eta)


def estimated_nodes(eps, eta):
    return math.ceil((math.log(4 / eps) / eta - 1) / 2)


def measured_nodes(eps, a_min, a_max, omega0, start):
    """Smallest n such that every rule from n to start meets eps."""
    assert worst_error(start, a_min, a_max, omega0) < eps
    n = start
    while n > 1 and worst_error(n - 1, a_min, a_max, omega0) < eps:
        n -= 1
    return n


# Pole position and ellipse parameter, from the inverse map and arccosh
for t in (0.03, 0.4, 1.0, 7.0, 200.0):
    pole = (1j * t - 1) / (1j * t + 1)
    xi = np.arccosh(complex(pole))
    eta, phi = decay_and_phase(t)
    assert abs(abs(pole) - 1) < 1e-13
    assert abs(xi - (eta + 1j * phi)) < 1e-10

# Exact error through Legendre functions, Q_n by numerical integration
mp.mp.dps = 20
for n, t in ((3, 1.0), (6, 3.0), (8, 0.1), (9, 10.0)):
    z = (mp.mpc(0, t) - 1) / (mp.mpc(0, t) + 1)
    q_n = mp.quad(lambda x: mp.legendre(n, x) / (z - x),
                  [-1, -0.8, -0.4, 0, 0.4, 0.8, 1]) / 2
    exact_error = float(-4 / mp.pi * mp.im(q_n / mp.legendre(n, z)))
    assert abs(exact_error - lorentz_error(n, t, 1.0)[0]) < 1e-12

# Large-n law with its first correction; remainder must be of order 1/N^2
for t in (1.0, 3.0, 10.0, 30.0):
    eta, phi = decay_and_phase(t)
    coth = 1 / np.tanh(eta + 1j * phi)
    for n in (12, 16):
        N = n + 0.5
        scaled = lorentz_error(n, t, 1.0)[0] / envelope(n, eta)
        law = -np.imag((1 - coth / (4 * N)) * np.exp(-2j * N * phi))
        # the second term covers double-precision rounding of the rule
        tol = 0.1 * abs(coth) ** 2 / N ** 2 + 3e-14 / envelope(n, eta)
        assert abs(scaled - law) < tol

# Worked example
a_min, a_max, eps = 0.5, 50.0, 1e-6
R = a_max / a_min
omega0 = math.sqrt(a_min * a_max)
t_end = a_max / omega0
eta, phi = decay_and_phase(t_end)
pole = (1j * t_end - 1) / (1j * t_end + 1)
print(f"a_min = {a_min} Hartree, a_max = {a_max} Hartree, R = {R:.0f}")
print(f"omega0 = {omega0:.4f} Hartree, t at upper end = {t_end:.4f}")
print(f"pole at upper end: x = {pole.real:.5f} + {pole.imag:.5f} i")
print(f"eta = {eta:.5f}, phi = {phi:.5f} rad, rho = {math.exp(eta):.5f}")
print(f"error factor per added node exp(-2 eta) = {math.exp(-2*eta):.4f}")
om8, wt8 = frequency_rule(8, omega0)
print(f"n=8: lowest node {om8[0]:.5f}, highest node {om8[-1]:.3f} Hartree")
print("Errors, dimensionless: n, at a_max, large-n law, worst, envelope")
for n in (4, 8, 12, 16, 20):
    low, high = lorentz_error(n, [a_min, a_max], omega0)
    assert abs(low - high) < 1e-13
    law = envelope(n, eta) * math.sin((2 * n + 1) * phi)
    worst = worst_error(n, a_min, a_max, omega0)
    assert 0.2 * envelope(n, eta) < worst < envelope(n, eta)
    print(f"{n:3d} {high: .3e} {law: .3e} {worst:.3e} {envelope(n, eta):.3e}")

# Smallest possible ratio worst/envelope for large R, where phi = eta
u = np.linspace(0, 3 * np.pi, 30001)
damped = np.exp(-u) * np.abs(np.sin(u))
tail_max = np.maximum.accumulate(damped[::-1])[::-1]
one_period = u <= np.pi
ratio_floor = np.min((tail_max * np.exp(u))[one_period])
assert 0.2 < ratio_floor < 0.3
print(f"lowest worst/envelope ratio at large R = {ratio_floor:.3f}")

# Choice of omega0
print(f"Nodes for worst error below {eps:.0e}, R = {R:.0f}:")
print("omega0 (Hartree), eta, nodes estimated, nodes measured")
counts = {}
for scale in (a_min, 2.0, omega0, (a_min + a_max) / 2, a_max):
    eta_s = decay_and_phase(max(a_max / scale, scale / a_min))[0]
    guess = estimated_nodes(eps, eta_s)
    counts[scale] = measured_nodes(eps, a_min, a_max, scale, guess)
    assert guess - counts[scale] <= 1 + math.log(5) / (2 * eta_s)
    print(f"{scale:8.3f} {eta_s:.4f} {guess:4d} {counts[scale]:4d}")
assert all(counts[omega0] < c for k, c in counts.items() if k != omega0)

# Dependence on the energy ratio
print(f"Nodes for worst error below {eps:.0e}, omega0 = geometric mean:")
print("R, eta, sqrt(2) R^(-1/4), nodes estimated, nodes measured")
for ratio in (1.0, 1e1, 1e2, 1e3, 1e4, 1e5, 1e6):
    upper, centre = a_min * ratio, a_min * math.sqrt(ratio)
    eta_r = decay_and_phase(math.sqrt(ratio))[0]
    guess = estimated_nodes(eps, eta_r)
    found = measured_nodes(eps, a_min, upper, centre, guess)
    assert guess - found <= 1 + math.log(5) / (2 * eta_r)
    limit = math.sqrt(2) * ratio ** -0.25
    print(f"{ratio:9.0f} {eta_r:.5f} {limit:.5f} {guess:4d} {found:4d}")

# Measured decay rate per node against the large-R law; the oscillation
# can change the worst error by a factor up to about 5 at either end
print("R, measured decay rate per node, 2 sqrt(2) R^(-1/4)")
for ratio, n1, n2 in ((1e4, 20, 100), (1e6, 40, 260)):
    upper, centre = a_min * ratio, a_min * math.sqrt(ratio)
    e1, e2 = (worst_error(n, a_min, upper, centre) for n in (n1, n2))
    rate = math.log(e1 / e2) / (n2 - n1)
    predicted = 2 * math.sqrt(2) * ratio ** -0.25
    assert abs(rate - predicted) < math.log(5) / (n2 - n1)
    print(f"{ratio:9.0f} {rate:.5f} {predicted:.5f}")


# Products of two Lorentzians
def product_error(n, a, b, scale):
    omega, weight = frequency_rule(n, scale)
    total = weight @ (1 / ((a * a + omega ** 2) * (b * b + omega ** 2)))
    return 1 - total * 2 * a * b * (a + b) / np.pi


n = 8
for a, b in ((a_min, a_max), (a_min, 3.0), (2.0, a_max)):
    ea, eb = lorentz_error(n, [a, b], omega0)
    combined = (b * ea - a * eb) / (b - a)
    assert abs(product_error(n, a, b, omega0) - combined) < 1e-12
print("Relative errors of products, n = 8: a, b (Hartree), error")
for a, b in ((a_min, a_max), (a_min, a_min), (a_max, a_max)):
    print(f"{a:6.2f} {b:6.2f} {product_error(n, a, b, omega0): .4e}")
for a in (a_min, a_max):
    h = 1e-4
    down, mid, up = lorentz_error(
        n, [a * math.exp(-h), a, a * math.exp(h)], omega0)
    limit = mid - (up - down) / (2 * h)
    assert abs(product_error(n, a, a, omega0) - limit) < 1e-8

print("every check passed")
```

Printed output:

```
a_min = 0.5 Hartree, a_max = 50.0 Hartree, R = 100
omega0 = 5.0000 Hartree, t at upper end = 10.0000
pole at upper end: x = 0.98020 + 0.19802 i
eta = 0.43148, phi = 0.46117 rad, rho = 1.53954
error factor per added node exp(-2 eta) = 0.4219
n=8: lowest node 0.10129, highest node 246.825 Hartree
Errors, dimensionless: n, at a_max, large-n law, worst, envelope
  4 -6.337e-02 -6.967e-02 6.337e-02 8.233e-02
  8  2.514e-03  2.609e-03 2.514e-03 2.609e-03
 12 -7.028e-05 -7.117e-05 7.028e-05 8.266e-05
 16  1.243e-06  1.231e-06 1.243e-06 2.619e-06
 20  3.761e-09  4.838e-09 3.208e-08 8.300e-08
lowest worst/envelope ratio at large R = 0.250
Nodes for worst error below 1e-06, R = 100:
omega0 (Hartree), eta, nodes estimated, nodes measured
   0.500 0.1409   54   53
   2.000 0.2790   27   26
   5.000 0.4315   18   17
  25.250 0.1977   38   37
  50.000 0.1409   54   53
Nodes for worst error below 1e-06, omega0 = geometric mean:
R, eta, sqrt(2) R^(-1/4), nodes estimated, nodes measured
        1 0.88137 1.41421    9    9
       10 0.69974 0.79527   11   11
      100 0.43148 0.44721   18   17
     1000 0.24879 0.25149   31   30
    10000 0.14095 0.14142   54   53
   100000 0.07944 0.07953   96   94
  1000000 0.04471 0.04472  170  166
R, measured decay rate per node, 2 sqrt(2) R^(-1/4)
    10000 0.28309 0.28284
  1000000 0.08619 0.08944
Relative errors of products, n = 8: a, b (Hartree), error
  0.50  50.00  2.5139e-03
  0.50   0.50  1.0528e-02
 50.00  50.00 -5.5002e-03
every check passed
```
